# The Fowler-Nordheim field exponent from WKB tunnelling through a triangular oxide barrier, part 2

An electron tunnels from a gate electrode through an oxide of thickness $d$, beginning at $x=0$, whose band is tilted by a uniform field. In Hartree atomic units, $\hbar=e=m_0=1$, with $m_0$ the free-electron mass. The barrier height above the electron energy is $\phi$, the oxide mass is $m$ and the oxide field is $F>0$. If $Fd>\phi$, the barrier is a triangle ending at $x_t=\phi/F$.

Part 1, from dimensions and the semiclassical limit, with $\hbar$ and $e$ kept:

$$
b=C\,\frac{\sqrt m\,\phi^{3/2}}{\hbar eF}.
$$

Part 3 writes the barrier wave as $\psi=e^{S}$, with $S'=-\kappa+s_1$ and

$$
S''+S'^2=\kappa^2,\qquad \kappa(x)=\sqrt{2m(\phi-Fx)},\qquad s_1=-\frac{\kappa'}{2\kappa}.
$$

Part 4, with $\kappa_0=\kappa(0)$:

$$
b=\frac{B}{F},\qquad B=\frac43\sqrt{2m}\,\phi^{3/2}.
$$

Part 5 joins the growing saddle-point form, accurate deep in the barrier, to an outgoing wave with $p(x)=\sqrt{2m(Fx-\phi)}$:

$$
\frac{1}{\sqrt\kappa}\exp\left(\int_x^{x_t}\kappa\,dx'\right)
\ \longleftrightarrow\
\frac{1}{\sqrt p}\exp\left(i\int_{x_t}^{x}p\,dx'+\frac{i\pi}{4}\right).
$$

Part 6 takes an abrupt emitter of mass $m_e$, with incident amplitude $A$ and velocity $r\kappa_0/m$:

$$
\psi(0)=\kappa_0^{-1/2}e^{b/2},\qquad \psi'(0)=-\kappa_0\psi(0),
$$

$$
|A|^2=\frac{e^{b}}{4\kappa_0}\left(1+\frac1{r^2}\right),\qquad
T=\frac{4r}{1+r^2}\,e^{-b}.
$$

Here $T$ is the transmission.

Part 7, for $Fd<\phi$, with $s=Fd/\phi$ and $q=1/F$:

$$
b_{\rm trap}=b\left[1-(1-s)^{3/2}\right],\qquad
\frac{db_{\rm trap}}{dq}=B\left[1-\sqrt{1-s}\left(1+\frac s2\right)\right].
$$

At zero field $b_{\rm trap}$ tends to $2\kappa_0d$.

The example of part 9 has $\phi=0.12$ hartree, $m=0.4$, $F=0.002$, and an emitter of mass 1 and Fermi energy 0.2 hartree, with the electron at the Fermi level. Then $\kappa_0=0.3098$ bohr$^{-1}$, $x_t=60$ bohr, $b=24.79$, $B=0.0496$, $r=0.816$ and the prefactor is 1.960. Its table, computed for a long ramp without a returning wave, gives:

| $F$ (a.u.) | $Te^b$ |
|---:|---:|
| 0.0010 | 1.9645 |
| 0.0020 | 1.9695 |
| 0.0025 | 1.9721 |
| 0.0040 | 1.9801 |

### 10. The small drift of the prefactor

The slow rise of $Te^b$ follows from the next WKB term. In part 3, write $S'=-\kappa+s_1+s_2$. With $\kappa'=-mF/\kappa$, the first correction is $s_1=mF/(2\kappa^2)$, and its derivative is $s_1'=-mF\kappa'/\kappa^3=m^2F^2/\kappa^4$. The next order of $S''+S'^2=\kappa^2$ is

$$
s_1'+s_1^2-2\kappa s_2=0
\quad\Longrightarrow\quad
s_2=\frac{1}{2\kappa}\left(1+\frac14\right)\frac{m^2F^2}{\kappa^4}
=\frac58\frac{m^2F^2}{\kappa^5}.
$$

Because $d(\kappa^{-3})/dx=3mF/\kappa^5$, this is the derivative of $\tfrac5{24}mF/\kappa^3$. No constant is added, since the correction must vanish deep in the barrier, where the leading saddle-point form of part 5 becomes accurate. With $mF/\kappa_0^3=2/(3b)$, the entrance values become

$$
\psi(0)\simeq\kappa_0^{-1/2}e^{b/2}\left(1+\frac5{36b}\right),\qquad
\frac{\psi'(0)}{\psi(0)}\simeq-\kappa_0\left(1-\frac1{3b}\right).
$$

The second relation keeps $s_1$, whose ratio to $\kappa_0$ is $mF/(2\kappa_0^3)=1/(3b)$.

In $|A|^2$ the first correction enters squared, as $1+5/(18b)$. The second changes $1+1/r^2$ into $1+(1-2/(3b))/r^2$, a relative change of $-2/[3b(1+r^2)]$. As $T$ is inversely proportional to $|A|^2$,

$$
T\simeq\frac{4r}{1+r^2}e^{-b}
\left[1+\frac1b\left(\frac{2}{3(1+r^2)}-\frac5{18}\right)\right].
$$

Here $r^2=0.667$, and the coefficient of $1/b$ is $0.400-0.278=0.122$. At $b=24.79$ this predicts $Te^b=1.9596(1+0.0049)=1.969$, in agreement with the table. The drift is a correction to the prefactor and leaves $B$ unchanged.

### 11. A real anode

A finite oxide ends at an anode that may reflect part of the wave. Suppose again that $Fd>\phi$. Beyond the turning point the wave is an outgoing part $\psi_+$ plus $R$ times its complex conjugate $\psi_-$. By part 5, and by complex conjugation of it, both join to the same real growing function in the barrier. The amplitude at the entrance is therefore multiplied by $1+R$, while the transmitted flux is multiplied by $1-|R|^2$. Relative to the long ramp,

$$
\frac{T_d}{T}=\frac{1-|R|^2}{|1+R|^2}.
$$

Let $v_o=p(d)/m$ be the oxide velocity at the anode and $v_a$ the velocity in the anode. At $x=d$ the reflected part is $\rho$ times the outgoing part. Continuity gives $v_o(1-\rho)=v_a(1+\rho)$, hence

$$
\rho=\frac{v_o-v_a}{v_o+v_a},\qquad
R=\rho\,\frac{\psi_+(d)}{\psi_-(d)}
=\rho\,e^{2i\sigma+i\pi/2},\qquad
\sigma=\int_{x_t}^{d}p\,dx .
$$

As the phase varies, the factor lies between $(1-|\rho|)/(1+|\rho|)$ and its inverse. These are the two velocity ratios $v_o/v_a$ and $v_a/v_o$, the smaller one being the lower limit. This bound holds at leading WKB order, with the anode well beyond the turning point, and contains no exponential of $b$.

For an anode with the emitter's mass and Fermi energy, take $d=100$ bohr at $F=0.002$. The electron arrives $0.2-0.12=0.08$ hartree above the oxide band edge, so $p=\sqrt{2(0.4)(0.08)}=0.253$ and $v_o=0.632$. In the anode its kinetic energy is $0.2+0.2=0.4$ hartree, so $v_a=0.894$. Thus $\rho=-0.172$. On the ramp the phase integral is $\sigma=\tfrac23p(d-x_t)=6.75$. Inserting these values gives $T_d/T\simeq0.74$; numerical integration gives 0.754.

At the six computed thicknesses from 110 to 160 bohr, spaced by 10 bohr, the numerical factor lies between 0.949 and 1.063. These points do not show its full range. The factor oscillates because $\sigma$ grows with thickness, and $2\sigma$ advances by $2\pi$ when $d$ grows by about $\pi/p$, which here is 11 to 8 bohr. The spacing is thus close to one period, and between the points the factor can move further from 1, approximately within the limits set by the velocity ratios. When the field is varied in a fixed oxide, $\sigma$ varies too, so a slope taken over a short field interval can be disturbed even though the underlying exponent is the same.

### 12. From one electron to the current

A measurement gives a current density rather than a single transmission. Let the emitter be degenerate, at zero temperature, and measure $\phi$ from its Fermi level. Parallel momentum $\mathbf k$ is conserved. Consider an electron at depth $\varepsilon\ge0$ below the Fermi level. In the oxide its parallel motion costs the energy $k^2/(2m)$, so

$$
\kappa^2=2m(\phi+\varepsilon-Fx)+k^2
=2m(\phi+W-Fx),\qquad W=\varepsilon+\frac{k^2}{2m}.
$$

This is the same triangle with height $\phi+W$, provided that $Fd>\phi+W$ for the states that matter. Its exponent is

$$
b(W)=b\left(1+\frac W\phi\right)^{3/2}\simeq b+cW,
\qquad c=\frac{3b}{2\phi}=\frac{2\kappa_0}{F}.
$$

Electrons with $W$ up to a few times $1/c$ carry most of the current. In the example, $1/c=0.002/0.6197=0.0032$ hartree, much less than both the barrier height and the Fermi energy.

To count the electrons, use the density $2/(2\pi)^3$ of states in wave-vector space, including spin. At fixed $\mathbf k$, the velocity times $dk_x$ equals $dE$. Therefore

$$
J=2\int\frac{d^2k}{(2\pi)^2}\int\frac{d\varepsilon}{2\pi}\,T .
$$

Set the prefactor of $T$ to one for now, so that $T=e^{-b(W)}$. Since $1/c$ is small, both integrals may be extended to infinity:

$$
\int_0^\infty e^{-c\varepsilon}d\varepsilon=\frac1c,
\qquad
\int\frac{d^2k}{(2\pi)^2}e^{-ck^2/(2m)}
=\frac1{2\pi}\int_0^\infty k\,e^{-ck^2/(2m)}dk=\frac{m}{2\pi c}.
$$

Collecting the factors and using $c^2=4\kappa_0^2/F^2=8m\phi/F^2$,

$$
J=\frac{2}{2\pi}\cdot\frac1c\cdot\frac{m}{2\pi c}\,e^{-b}
=\frac{m}{2\pi^2c^2}\,e^{-b}
=\frac{F^2}{16\pi^2\phi}\,e^{-B/F}.
$$

The exponent is that of the Fermi-level electron at normal incidence. The factor $F^2$ arises because the range of contributing depths and the contributing area of parallel momentum are each proportional to $F$. The mass cancels from the prefactor because, in this model, parallel momentum is conserved and its energy is counted with the oxide mass. The form often quoted for oxides counts the parallel energy with the emitter mass $m_e$ instead and carries an extra factor $m_e/m$, which is 2.5 in the example. The exponent is the same in both forms.

A field-independent transmission prefactor leaves the slope unchanged. For the abrupt emitter of part 9 it would roughly double $J$, since it varies little over the narrow energy range $1/c$.

### 13. The size of the expansion error

The next term in $b(W)$ is $\tfrac38bW^2/\phi^2$. Put $y=cW$; since $c\phi=3b/2$, $W/\phi=2y/(3b)$ and the term equals $y^2/(6b)$.

The sums over $\varepsilon$ and over $\eta=k^2/(2m)$ have constant weight, because $k\,dk=m\,d\eta$. The pairs with a given sum $W=\varepsilon+\eta$ form a segment whose weight is proportional to $W$. The average of $y^2$ is thus

$$
\frac{\int_0^\infty y^3e^{-y}dy}{\int_0^\infty y\,e^{-y}dy}=\frac{6}{1}=6,
$$

and the current is multiplied by $1-1/b$ at this order.

For the example, the closed formula gives $J=3.63\times10^{-18}$ atomic units. Numerical integration over the occupied emitter states, with the full $b(W)$, gives $3.49\times10^{-18}$, or $8.3\times10^{-4}$ A/cm². The ratio is 0.963, against $1-1/b=0.960$.

With $q=1/F$, the logarithm of $J/F^2$ is a constant plus $-Bq-1/(Bq)$, up to higher orders. Its slope is

$$
\frac{d\ln(J/F^2)}{dq}\simeq-B+\frac1{Bq^2}=-B\left(1-\frac1{b^2}\right).
$$

Between $F=0.0020$ and $0.0025$ the numerical slope is $-0.04949$, smaller in magnitude than $B$ by about 0.2 percent of $B$.

The division by $F^2$ matters more. As $\ln F^2=-2\ln q$, a plot of $\ln J$ itself has leading slope $-B-2F$. At $F=0.002$ the extra term is $0.004/0.0496$, or 8 percent of $B$.

### 14. Laboratory units and sensitivity

The dimensional form of part 1 with $C=4\sqrt2/3$ restores the constants:

$$
b=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF},\qquad
B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar}.
$$

For a mass in units of $m_0$ and a barrier in electronvolts,

$$
B=68.3\,\sqrt{\frac m{m_0}}\left(\frac{\phi}{\text{eV}}\right)^{3/2}\text{ MV/cm}.
$$

The current density becomes $J=e^3F^2e^{-B/F}/(16\pi^2\hbar\phi)$: the charge $e$ multiplies a particle flux in which the force $eF$ appears squared, and one factor $1/\hbar$ supplies the inverse time.

Taking the logarithm of $B$ and differentiating gives

$$
\frac{dB}{B}=\frac12\frac{dm}{m}+\frac32\frac{d\phi}{\phi}.
$$

A slope determines the combination $\sqrt m\,\phi^{3/2}$; a separate value of $\phi$ requires independent knowledge of $m$. In the example, a barrier higher by 1 percent raises $b$ by about 0.37 and multiplies the transmission by about $e^{-0.37}=0.69$.

The response to the field follows from $\ln J=\text{constant}+2\ln F-B/F$:

$$
\frac{d\ln J}{d\ln F}=2+b .
$$

This is 26.8 in the example, so a field higher by 1 percent raises the leakage current by about 30 percent. Small local increases of the oxide field are therefore strongly weighted in the total leakage.

### 15. Where the law stops

Keep $F=0.002$ but reduce the oxide to 40 bohr. The drop $Fd=0.08$ hartree is now below $\phi$, and $s=2/3$. The exponent is

$$
b_{\rm trap}=24.79\left[1-(1/3)^{3/2}\right]=20.02 .
$$

The thin oxide transmits more than the full triangle would, because the last part of the triangle has been cut off. Its exponent at zero field is $2\kappa_0d=24.79$. The equality with $b$ is an accident of the chosen thickness: $d=\tfrac23x_t$ makes $2\kappa_0d$ equal to $\tfrac43\kappa_0x_t$. By part 7 the local slope of the exponent is $B[1-\sqrt{1/3}\,(4/3)]=0.23B$; the prefactors, which also depend on the field here, change the measured slope further. Thus the triangular law would badly misread such data.

At the other end, $b$ must remain large. As $F$ approaches $B$, the barrier is no longer many decay lengths long, and both the WKB wave and the narrow-energy expansion of the current fail.

Temperature sets another limit. An occupied state at energy $\delta$ above the Fermi level gains a factor $e^{c\delta}$ in transmission, while its occupation falls as $e^{-\delta/k_BT_e}$, with $T_e$ the emitter temperature. The zero-temperature result requires $ck_BT_e\ll1$. With the linear exponent $b+cW$, the thermal average multiplies the current by $\pi x/\sin(\pi x)$, where $x=ck_BT_e<1$. In the example $x=0.29$ at 300 K, and the current is about 16 percent above its zero-temperature value. As $x$ approaches 1 this factor diverges and the linear expansion fails.

Finally, $F$ is the field in the oxide, which is not in general the gate voltage divided by the thickness: work-function differences and potential drops in the electrodes must be removed first. Trapped charge makes the field nonuniform, and the image force rounds the barrier. In both cases the integral of $\kappa$ must be taken over the altered barrier, and its value need not be proportional to $1/F$. The image force is not a small correction to the size of the current. Adding $-1/(4\epsilon_r x)$ to the barrier of the example lowers $b$ from 24.8 to 23.4 for a relative permittivity $\epsilon_r=3.9$ and to 22.4 for $\epsilon_r=2.15$, which raises the exponential by a factor of 4 to 11. The slope of the exponent against $1/F$ between $F=0.0020$ and $0.0025$ falls by only about 1 percent. The slope is therefore far more reliable than the absolute current.

The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
Inputs
barrier height phi = 0.120 hartree
oxide mass m = 0.40 electron masses
metal mass = 1.00 electron masses
emitter Fermi energy = 0.20 hartree
oxide field F = 0.0020 a.u.
oxide field F = 10.28 MV/cm
Exponent
turning point = 60.00 bohr
kappa at entrance = 0.3098 1/bohr
B = 0.04957 a.u. of field
B = 254.9 MV/cm
b = B/F = 24.787 (no unit)
b by quadrature = 24.787 (no unit)
exp(-b) = 1.718e-11 (no unit)
|kappa'|/kappa^2 at entrance = 0.0269 (no unit)
B/(sqrt(m) phi^1.5) = 68.31 MV/cm/eV^1.5
Trapezoid
thin oxide d = 40 bohr
drop F d = 0.080 hartree
its exponent at F = 20.017 (no unit)
its zero-field limit = 24.787 (no unit)
Transmission from the Schroedinger equation, long ramp
velocity ratio r = 0.8165 (no unit)
prefactor 4r/(1+r^2) = 1.9596 (no unit)
F=0.0010 a.u.: b=49.574, T=5.800e-22, T exp(b)=1.9645
F=0.0020 a.u.: b=24.787, T=3.384e-11, T exp(b)=1.9695
F=0.0025 a.u.: b=19.830, T=4.820e-09, T exp(b)=1.9721
F=0.0040 a.u.: b=12.394, T=8.208e-06, T exp(b)=1.9801
slope interval: F = 0.0020 to 0.0025 a.u.
slope of ln T against 1/F = -0.04959 a.u.
Abrupt anode at F: T divided by long-ramp T
d = 100 bohr: factor 0.754
d = 110 bohr: factor 0.982
d = 120 bohr: factor 1.063
d = 130 bohr: factor 1.026
d = 140 bohr: factor 0.964
d = 150 bohr: factor 0.949
d = 160 bohr: factor 0.992
Current density at zero temperature, T = exp(-b(W))
energy width 1/c = 0.00323 hartree
J formula = 3.627e-18 a.u.
J quadrature = 3.492e-18 a.u.
J quadrature = 8.26e-04 A/cm^2
quadrature/formula = 0.9627 (no unit)
1 - 1/b = 0.9597 (no unit)
slope of ln(J/F^2) against 1/F = -0.04949 a.u.
```
